\section*{Whipple's grain-boundary solution and the 6/5-power depth plot}

\section*{Question}

A grain boundary is modelled as a straight slab of width $\delta$ and diffusivity $D_b$, normal to the surface of a half-space of diffusivity $D<D_b$. The surface concentration is held at $1$ from time zero, and the solid is initially empty of the diffusing species. The slab is thin enough for its concentration to be uniform across its width, there is no segregation, and the grains on both sides are isotropic and wide compared with $\sqrt{Dt}$.

Measure lengths in $\sqrt{Dt}$, where $t$ is the anneal time: $\eta$ is depth, $\xi\ge 0$ is distance from a slab face, and $\epsilon=\delta/\sqrt{Dt}$. Define
\[
\Delta=\frac{D_b}{D},\qquad \beta=\frac{(\Delta-1)\epsilon}{2},\qquad w=\frac{\eta}{\sqrt\beta}.
\]
The type-B regime is $\delta\ll\sqrt{Dt}\ll d$, with $d$ the boundary spacing, together with $\beta\gg1$.

\begin{enumerate}
\item[(a)] Derive the concentration as a single integral.
\item[(b)] Find the excess content $Q(\eta)$ of a thin layer on one side of the boundary, and its type-B limit $F(w)$.
\item[(c)] Find how $\ln F$ depends on $w$ at small and at large $w$. Can $\ln F$ be strictly linear in $w^{6/5}$?
\item[(d)] Evaluate the solution numerically and judge the $6/5$ law for $2\le w\le10$.
\item[(e)] Obtain $\delta D_b$ from the slope of a measured profile. Apply the result to self-diffusion of labelled atoms in coarse-grained magnesium near 500 K, with the rough values $D=1$ nm$^2$/s, $D_b=2.5\times10^6$ nm$^2$/s, $\delta=0.5$ nm, $t=10^4$ s and $d=200$ $\mu$m.
\item[(f)] Size the main effects left out.
\end{enumerate}

\section*{Model answers}

\subsection*{(a) Whipple's solution}

The problem is classical, and no quantum constant enters, so atomic units would leave the equations unchanged. Let $\tau$ be time in units of the anneal time. In the grain,
\begin{equation}
c_\tau=c_{\xi\xi}+c_{\eta\eta}.
\end{equation}
The slab gains matter along its length and exchanges it through two faces. Dividing the balance by the width gives, at $\xi=0$,
\begin{equation}
c_\tau=\Delta\,c_{\eta\eta}+\frac{2}{\epsilon}c_\xi .
\end{equation}
The last term is negative when matter leaks into the grains.

Take the sine transform $\int_0^\infty c\,\sin(\mu\eta)\,d\eta$. Two integrations by parts, with $c=1$ at $\eta=0$, turn $c_{\eta\eta}$ into $\mu-\mu^2\hat c$. A Laplace transform in $\tau$ (variable $\lambda$) then gives, with $k^2=\lambda+\mu^2$,
\[
U_{\xi\xi}-k^2U+\frac{\mu}{\lambda}=0,\qquad
U=\frac{\mu}{\lambda k^2}+A\,e^{-k\xi},
\]
where the growing exponential is discarded. The slab equation becomes
\[
(\lambda+\Delta\mu^2)\left(\frac{\mu}{\lambda k^2}+A\right)=\frac{\Delta\mu}{\lambda}-\frac{2k}{\epsilon}A .
\]
The terms without $A$ combine to
\[
\frac{\mu}{\lambda k^2}\left[\Delta(\lambda+\mu^2)-\lambda-\Delta\mu^2\right]=\frac{(\Delta-1)\mu}{k^2}.
\]
Since $\lambda+\Delta\mu^2=k^2+(\Delta-1)\mu^2$,
\begin{equation}
A=\frac{(\Delta-1)\mu}{k^2B},\qquad B=k^2+(\Delta-1)\mu^2+\frac{2k}{\epsilon}.
\end{equation}

Write $1/B=\int_0^\infty e^{-Bq}dq$ and put $q=(\sigma-1)/(\Delta-1)$. The factor $\Delta-1$ cancels, and $2q/\epsilon=(\sigma-1)/\beta$, so
\[
A e^{-k\xi}=\mu\int_1^\infty d\sigma\,e^{-(\sigma-1)\mu^2}\,
\frac{e^{-qk^2}}{k^2}\,e^{-k[\xi+(\sigma-1)/\beta]} .
\]
Three rules invert the Laplace transform. The shift from $\lambda$ to $k^2$ gives a factor $e^{-\mu^2\tau}$. The function $e^{-a\sqrt p}/p$ inverts to $\mathrm{erfc}(a/2\sqrt\tau)$. The factor $e^{-qp}$ delays the result by $q$ and makes it vanish for $q>\tau$. At $\tau=1$ the remaining time is
\[
r=1-q=\frac{\Delta-\sigma}{\Delta-1},
\]
so the integral stops at $\sigma=\Delta$. The $\mu$-dependence is now $\mu e^{-\sigma\mu^2}$. Differentiating $\int_0^\infty\cos(\mu\eta)e^{-\sigma\mu^2}d\mu=\frac12\sqrt{\pi/\sigma}\,e^{-\eta^2/4\sigma}$ with respect to $-\eta$ gives
\[
\frac2\pi\int_0^\infty\mu\sin(\mu\eta)e^{-\sigma\mu^2}d\mu
=\frac{\eta}{2\sqrt\pi\,\sigma^{3/2}}e^{-\eta^2/4\sigma}.
\]
The first part of $U$ is one-dimensional lattice diffusion, $\mathrm{erfc}(\eta/2)$. Hence
\begin{equation}
c=\mathrm{erfc}\frac{\eta}{2}+\frac{\eta}{2\sqrt\pi}\int_1^\Delta\frac{d\sigma}{\sigma^{3/2}}\,e^{-\eta^2/4\sigma}\,
\mathrm{erfc}\!\left[\frac{\xi+(\sigma-1)/\beta}{2\sqrt r}\right].
\end{equation}

\subsection*{(b) Layer content and its universal limit}

Let $\mathrm{ierfc}(z)=\int_z^\infty\mathrm{erfc}(v)\,dv=e^{-z^2}/\sqrt\pi-z\,\mathrm{erfc}(z)$. Using the argument of the error function as integration variable gives $d\xi=2\sqrt r\,dv$, and so
\begin{equation}
Q=\frac{\eta}{\sqrt\pi}\int_1^\Delta\frac{d\sigma}{\sigma^{3/2}}\,e^{-\eta^2/4\sigma}\sqrt r\;
\mathrm{ierfc}\!\left[\frac{\sigma-1}{2\beta\sqrt r}\right].
\end{equation}
With one boundary per spacing $d$, the layer average is
\begin{equation}
\bar c\simeq\mathrm{erfc}\frac\eta2+\frac{2\sqrt{Dt}}{d}\,Q+\frac{\delta}{d}\,c_{\rm slab},
\end{equation}
where $c_{\rm slab}$ is the excess concentration in the slab. In type B, once the lattice term has died out, the middle term dominates at the depths used below.

Put $\sigma=\beta s$. Then $\sigma^{-3/2}d\sigma=\beta^{-1/2}s^{-3/2}ds$, and $\eta\beta^{-1/2}=w$. For $\beta\to\infty$ and $\Delta/\beta\simeq2/\epsilon\to\infty$, the lower limit tends to $0$ and $r\to1$:
\begin{equation}
Q\to F(w)=\frac{w}{\sqrt\pi}\int_0^\infty\frac{ds}{s^{3/2}}\,e^{-w^2/4s}\,\mathrm{ierfc}\frac s2 .
\end{equation}
All material parameters now sit in the depth scale $L=\sqrt{\beta Dt}$, since $w=y/L$ for a depth $y$. The limit holds at fixed $w>0$ and needs $\eta\gg1$. For any finite $\beta$, $Q$ vanishes at the surface although $F(0)$ does not. For $\beta=6250$, $Q/F$ is $0.42$ at $w=0.01$ and $0.995$ at $w=0.05$.

\subsection*{(c) The two ends of the curve}

\textbf{Small $w$.} The substitution $v=w/(2\sqrt s)$ gives $\int_0^\infty s^{-3/2}e^{-w^2/4s}ds=2\sqrt\pi/w$. Therefore $F(0)=2\,\mathrm{ierfc}(0)=2/\sqrt\pi$. Subtracting this value under the integral and then letting $w\to0$ in the exponential gives $F=2/\sqrt\pi-aw+\dots$, with
\[
a=\frac1{\sqrt\pi}\int_0^\infty\frac{\mathrm{ierfc}(0)-\mathrm{ierfc}(s/2)}{s^{3/2}}\,ds
=\frac1{\sqrt\pi}\int_0^\infty\frac{\mathrm{erfc}(s/2)}{\sqrt s}\,ds .
\]
The second form follows by parts; the boundary terms vanish because the numerator is proportional to $s$ at small $s$ and bounded at large $s$. With $s=2z$ and one more integration by parts,
\begin{equation}
a=\sqrt{\frac2\pi}\int_0^\infty\frac{\mathrm{erfc}\,z}{\sqrt z}\,dz
=\sqrt{\frac2\pi}\,\frac{2\Gamma(3/4)}{\sqrt\pi}=\frac{2\sqrt2\,\Gamma(3/4)}{\pi}=1.1033 .
\end{equation}
So $\ln F$ starts linearly in $w$.

\textbf{Large $w$.} Here large $s$ matters, where $\mathrm{ierfc}(s/2)\simeq2e^{-s^2/4}/(\sqrt\pi s^2)$. The exponent is $-\phi$, with
\[
\phi=\frac{w^2}{4s}+\frac{s^2}{4},\qquad \phi'=-\frac{w^2}{4s^2}+\frac s2=0
\;\Rightarrow\; s_0^3=\frac{w^2}{2}.
\]
At this point $\phi=s_0^2/2+s_0^2/4=3s_0^2/4$ and $\phi''=w^2/(2s_0^3)+1/2=3/2$. The Gaussian integral contributes $\sqrt{4\pi/3}$. With $w=\sqrt2\,s_0^{3/2}$,
\begin{equation}
F\simeq\frac{\sqrt2\,s_0^{3/2}}{\sqrt\pi}\,\frac{1}{s_0^{3/2}}\,\frac{2}{\sqrt\pi s_0^2}\sqrt{\frac{4\pi}{3}}\,e^{-3s_0^2/4}
=4\sqrt{\frac{2}{3\pi}}\,\frac{e^{-3s_0^2/4}}{s_0^2}.
\end{equation}
Since $s_0^2\propto w^{4/3}$, the final power of the limiting curve $F$ is $4/3$. The saddle describes a compromise: matter that spends more effective time in the boundary gets deeper, but loses more to the grains.

Strict linearity in $w^{6/5}$ is therefore impossible over the whole curve. To locate the best region, define the local power and slope
\begin{equation}
p=1+\frac{d\ln(-d\ln F/dw)}{d\ln w},\qquad m=-\frac{d\ln F}{d(w^{6/5})}=\frac{-d\ln F/dw}{\frac65w^{1/5}} .
\end{equation}
For $-\ln F=\text{const}+bw^n$ the first gives $p=n$. Taking the logarithmic derivative of $m$ gives $d\ln m/d\ln w=p-6/5$. The plot against $w^{6/5}$ is thus locally straight where $p=6/5$. Because $p$ goes continuously from $1$ to $4/3$, such a point exists.

\subsection*{(d) Numerical evaluation}

The integrand spans many decades in $\sigma$, so use $u=\ln\sigma$, for which $\sigma^{-3/2}d\sigma=\sigma^{-1/2}du$. Write $\mathrm{ierfc}(z)=e^{-z^2}[1/\sqrt\pi-z\,\mathrm{erfcx}(z)]$ with $\mathrm{erfcx}(z)=e^{z^2}\mathrm{erfc}(z)$. Adding all exponents before exponentiating avoids underflow. A 400-point Gauss--Legendre rule in $u$ gives the values below.

The solution was tested against a two-dimensional finite-volume calculation that resolves the slab with three cells across its half-width, for $\beta=10$, $\Delta=201$ and $\epsilon=0.1$. At four depths from $\eta\approx4$ to $16$, the layer content and the slab concentration agreed within $0.24\%$ of the integral formulas; the test allowed $2\%$. This also supports the assumption of uniformity across the slab for this case.

\begin{center}
\begin{tabular}{rcc}
$w$ & $p$ & $m$\\
0.01 & 1.001 & 2.048\\
1 & 1.061 & 0.870\\
2 & 1.106 & 0.802\\
5 & 1.187 & 0.762\\
10 & 1.248 & 0.772\\
100 & 1.327 & 0.974\\
1000 & 1.333 & 1.319
\end{tabular}
\end{center}

The local power reaches $6/5$ at $w=5.75$, where $m$ has its minimum, $0.762$. A straight-line fit at 41 equally spaced depths in $2\le w\le10$ gives $m=0.765$ and $R^2=0.99999$. The rms residual in $\ln F$ is $0.008$ for power $6/5$, against $0.112$ for power $1$ and $0.080$ for $4/3$. The best single power in this window is $1.19$.

The law is thus a good interpolation between two limits, in a window centred near the crossing. The high $R^2$ hides some curvature: $m$ varies from $0.762$ to $0.802$ inside the window, a spread of about $5\%$. For the boundary term $Q$ alone, the limit in $\beta$ is reached quickly. With $\Delta=10^9$ and the same window in $w$, the fitted $m$ is $0.653$ at $\beta=1$, $0.758$ at $10$ and $0.765$ at $100$. A measured layer average also contains the lattice term. With $\sqrt{Dt}/d=5\times10^{-4}$ this term is about $1100$ times the boundary term at $w=2$ for $\beta=1$, and $5\%$ of it for $\beta=10$.

\subsection*{(e) From slope to boundary diffusivity}

Let $S=-d\ln\bar c/d(y^{6/5})$. Since $w=y/L$, $S=m/L^{6/5}$, so $L^2=(m/S)^{5/3}$. For $\Delta\gg1$,
\[
L^2=\beta Dt\simeq\frac{\delta D_b}{2D\sqrt{Dt}}\,Dt=\frac{\delta D_b}{2}\sqrt{\frac tD},
\]
and therefore
\begin{equation}
\delta D_b=2\sqrt{\frac Dt}\left(\frac mS\right)^{5/3}.
\end{equation}
The profile gives the product, not $\delta$ and $D_b$ separately. With the fitted $m$, the prefactor $2m^{5/3}$ is $1.28$; it depends on the chosen window.

For the magnesium example, $\sqrt{Dt}=100$ nm and
\[
\beta\simeq\frac{2.5\times10^6\times0.5}{2\times100}=6250,\qquad
L=\sqrt{6250}\times100\ \text{nm}=7.91\ \mu\text{m}.
\]
The slab is thin, $\delta/(2\sqrt{Dt})=0.0025$, and $\sqrt{Dt}/d=0.0005$, so type B holds. The full layer average falls from $1.4\times10^{-4}$ at $15.8$ $\mu$m to $4.1\times10^{-9}$ at $79$ $\mu$m. Its fitted slope is $S=0.06422$ $\mu$m$^{-6/5}$, whence
\[
\left(\frac{0.7653}{0.06422}\right)^{5/3}=62.2\ \mu\text{m}^2,\qquad
\delta D_b=0.02\ \frac{\text{nm}}{\text{s}}\times6.22\times10^7\ \text{nm}^2=1.24\times10^6\ \text{nm}^3/\text{s},
\]
or $1.24\times10^{-21}$ m$^3$/s. The value put in was $1.25\times10^6$ nm$^3$/s, so the inversion is $0.5\%$ low.

The finite ratio $\Delta/\beta=400$ explains the sign and size of this error. A rough estimate follows the exponent at the saddle and ignores the change of the prefactor. With $r\simeq1-s/400$, the exponent $s^2/4r$ grows by about $s_0^3/1600=w^2/3200$: by $0.001$ at $w=2$ and $0.031$ at $w=10$. Over the range $13.6$ in $w^{6/5}$ this steepens the slope by $0.0022$, or $0.3\%$, and the power $5/3$ makes it $0.5\%$.

Keeping the same $m$ but fitting other depths gives errors, relative to the input, of $-16\%$ for $0.5$--$2L$, $-1.8\%$ for $2$--$5L$ and $-0.5\%$ for $5$--$10L$. The shallow window fails because the local slope there is larger than the fitted $m$.

\subsection*{(f) What the model leaves out}

The percentages below are changes of the recovered $\delta D_b$ relative to the value recovered in (e), with one effect altered at a time and the window $2$--$10L$ kept.

\textbf{Source.} If a thin layer is deposited and the surface is then sealed, the solution is $-\partial c/\partial\eta$ per unit amount. At the surface $c$ is constant in $\tau$ and $\xi$, so both transport equations give $c_{\eta\eta}=0$ there, which is the no-flux condition for $-c_\eta$; the initial step in $c$ becomes a unit source. The finite-volume test confirmed this relation within $0.6\%$. In the universal limit the fitted slope becomes $m=0.745$ instead of $0.765$. Reading such a profile with the constant-source formula therefore multiplies the result by $(0.765/0.745)^{5/3}$, a rise of about $5\%$; here the comparison is between the two limiting curves, not with the value in (e).

\textbf{Geometry and mixed boundaries.} A boundary inclined by $30^\circ$ to the surface normal has its depths shortened by $\cos30^\circ$. Since $\delta D_b\propto L^2$, the result falls by $25\%$. If half the boundaries have $0.4D_b$ and half $1.6D_b$, the mean is unchanged but the result rises by $57\%$: the deep profile is governed mainly by the faster boundaries.

\textbf{Boundary migration.} Let the boundary drift sideways at a steady speed, covering $v\sqrt{Dt}$ during the anneal. In the frame of the boundary the grain equation becomes $c_\tau=c_{\xi\xi}+v\,c_\xi$ in the type-B limit, with $\xi$ now running over both sides. The two decay rates away from the boundary are $R\pm v/2$, with $R=\sqrt{\lambda+v^2/4}$, so the total leak is proportional to $2R$. The slab then obeys $c_{ww}=Rc$, and the content per side, averaged over the two sides, has the Laplace transform $R\,e^{-w\sqrt R}/\lambda^2$. For $v=0$ this is the transform of $F$. Inverting it numerically and fitting the same window lowers the result by about $2\%$ for a drift of $100$ nm, $16\%$ for $300$ nm and $60\%$ for $1$ $\mu$m, relative to the limiting curve for a fixed boundary. At 500 K magnesium is above half its melting temperature, so the grain structure should be stabilized before the anneal and checked after it. Dislocations inside the grains, which can also carry matter, are not sized here.

\textbf{Magnesium.} The diffusivities are rough values for the regime of coarse-grained magnesium, not measurements, and the result returns the chosen input rather than predicting it. The window reaches $79$ $\mu$m, or $0.4d$, so the model also needs boundaries that run straight over a good part of a grain. Real polycrystals break the assumption of identical, straight, normal boundaries; the two trial cases above show shifts of tens of per cent. Hexagonal anisotropy also matters: a trial $20\%$ increase in the $D$ used for the analysis changes the result by $\sqrt{1.2}-1=9.5\%$. A true temperature 3 K higher, with rough activation energies of $1.40$ eV (lattice) and $0.95$ eV (boundary), raises it by $3.5\%$ if $D$ at 500 K is still used; measured against the true $\delta D_b$ at 503 K, that result is $9\%$ low. At a rough vapour pressure of $3\times10^{-7}$ Torr, free evaporation into vacuum would remove about $220$ nm. As a mere offset of depth this changes the result by $-0.2\%$, but the loss exceeds $\sqrt{Dt}$, so holding the surface condition would need a closed vessel or a cap. Detection is demanding too: the window spans $4.5$ decades of concentration, and its deep end lies $8.4$ decades below the surface value, so the label needs a very low background. If only about $4\times10^{-6}$ of the surface concentration can be detected, the $2$--$5L$ window must be used.

\textbf{Fine grains.} Slab storage is small here, $0.4\%$ of the grain content at $5L$. In an interconnect with $50$ nm grains, the same $D$ and $t$ would give $\sqrt{Dt}/d=2$. The diffusion fields of neighbouring boundaries would then overlap, and the isolated-boundary formula could not be used. For any other metal or anneal, both inequalities $\delta\ll\sqrt{Dt}\ll d$ must be checked with its own $D$ and $t$ before a $6/5$ plot is interpreted, and so must $\beta\gg1$, with the lattice term negligible in the fitted window. With $\epsilon=0.005$ and $\sqrt{Dt}/d=5\times10^{-4}$, as in the example, the $2$--$10L$ fit returns $\delta D_b$ about $55\%$ low at $\beta=1$, $25\%$ low at $\beta=3$ and within about $1\%$ at $\beta=10$. The remaining digits are in the numerical output.

\section*{Computed values}
\begin{verbatim}
TESTS AGAINST 2D FINITE VOLUMES (beta 10, ratio 201)
max error, layer content: 0.24 %
max error, slab concentration: 0.24 %
max error, thin-layer relation: 0.57 %
UNIVERSAL CURVE (dimensionless)
F(0) = 1.1284, -F'(0) = 1.1033
w    0.01: local power 1.0007, slope m 2.0481
w    1.00: local power 1.0608, slope m 0.8702
w    2.00: local power 1.1056, slope m 0.8017
w    5.00: local power 1.1869, slope m 0.7623
w   10.00: local power 1.2475, slope m 0.7719
w  100.00: local power 1.3274, slope m 0.9744
w 1000.00: local power 1.3331, slope m 1.3189
local power equals 6/5 at w = 5.75, m = 0.7616
fit for w 2 to 10: m = 0.7653, R2 = 0.999993
range of local m in window: 0.7616 to 0.8017
rms residual of ln F, power 1: 0.1123
rms residual of ln F, power 6/5: 0.0082
rms residual of ln F, power 4/3: 0.0796
best single power in window: 1.193
prefactor 2 m^(5/3) = 1.2807
thin-layer source: m = 0.7449
beta      1: fitted m = 0.6530
beta     10: fitted m = 0.7584
beta    100: fitted m = 0.7646
beta   1000: fitted m = 0.7653
EXAMPLE (rough values, magnesium near 500 K)
D = 1.0 nm2/s, D_b = 2.50e+06 nm2/s
width = 0.5 nm, time = 1e+04 s
boundary spacing = 200 um
sqrt(Dt) = 100 nm, beta = 6250.0
width/(2 sqrt(Dt)) = 0.0025
depth scale L = 7.906 um
depth  15.81 um: mean c = 1.401e-04, ln = -8.873
depth  31.62 um: mean c = 1.369e-05, ln = -11.199
depth  47.43 um: mean c = 1.090e-06, ln = -13.729
depth  63.25 um: mean c = 7.251e-08, ln = -16.439
depth  79.06 um: mean c = 4.099e-09, ln = -19.313
fitted slope S = 0.06422 um^(-6/5)
width*D_b put in: 1.2500e+06 nm3/s
width*D_b recovered: 1.2436e+06 nm3/s = 1.244e-21 m3/s
window 0.5-2.0 L: error -16.1 %
window 2.0-5.0 L: error -1.8 %
window 5.0-10.0 L: error -0.5 %
NEGLECTED EFFECTS (change of recovered width*D_b)
thin-layer instead of constant source: 5.1 %
boundaries inclined by 30 deg: -25.0 %
half at 0.4 D_b, half at 1.6 D_b: 56.6 %
lattice D off by 20 % (anisotropy): 9.5 %
true temperature 3 K higher (1.40, 0.95 eV): 3.5 %
evaporation at 3e-07 Torr: 222 nm lost, -0.2 %
slab content / grain content at 5 L: 0.39 %
sqrt(Dt)/spacing: 0.00050; for 50 nm grains: 2.0
\end{verbatim}
